\section*{Vaporisation Enthalpy from the Slope of Logarithmic Vapour Pressure, part 1}

(Sections cited here and not found follow in the second part.)

\section{From coexistence to a straight line}

\subsection{What goes wrong without the right variable}

A precursor source for atomic layer deposition is a heated vessel containing a liquid and its vapour. Suppose that the vapour pressure is known at 300~K and at 360~K, and that the source is to run at 330~K. Since 330~K lies midway between the two temperatures, one might take the average of the two pressures. For the model precursor worked out in the second half, that average is 2.25 times the true pressure at 330~K. If the vapour behaves as an ideal gas, the number of molecules stored in a headspace of volume $V$ is $pV/(kT)$, so the estimate of the available dose is wrong by the same factor.

The failure comes from assuming that pressure is linear in temperature. For straight-line interpolation between two points to be reliable, we need a pair of variables in which the vapour-pressure curve is itself straight, together with a statement of when it is straight. Thermodynamics supplies both. It also gives the slope a meaning: under stated conditions, the slope measures the enthalpy needed to vaporise one molecule.

\subsection{The system and the conventions}

The vessel holds one pure substance, present as liquid and as vapour in equilibrium at a common temperature $T$ and pressure $p$. The interface is flat, and no other gas is present. The pressure is therefore the saturated vapour pressure. If vapour is drawn off faster than the liquid can replace it, the actual pressure falls below this value and the equilibrium argument does not apply to it.

Subscripts $l$ and $g$ denote liquid and vapour. For each phase, $u$, $s$ and $v$ are the energy, entropy and volume per molecule. The enthalpy per molecule of a phase is $u+pv$, written $h_l$ or $h_g$. The vaporisation enthalpy, without a subscript, is
\begin{equation}
h=h_g-h_l .
\end{equation}
It is positive when vaporisation absorbs heat at constant pressure.

The algebra uses atomic units, in which the reduced Planck constant, the electron mass and the elementary charge equal one. Temperature stays in kelvin, so Boltzmann's constant $k$ is kept; it converts kelvin to energy. Numerical values are in eV, \r{a}ngstr\"om and kelvin, so pressure is in eV/\AA$^3$.

A logarithm needs a pure number as its argument. Thus $\ln p$ is short for $\ln(p/p_{\rm ref})$ with $p_{\rm ref}=1$~eV/\AA$^3$. Another reference pressure would add the same constant to every value of $\ln p$. It would shift a plot vertically and leave its slope unchanged.

\subsection{Coexistence selects one pressure at each temperature}

Let $\mu_l(T,p)$ and $\mu_g(T,p)$ be the chemical potentials, that is, the Gibbs energies per molecule of the two pure phases. With $N_l$ molecules in the liquid and $N_g$ in the vapour, the total Gibbs energy is
\begin{equation}
G=N_l\mu_l+N_g\mu_g .
\end{equation}
Move $dN$ molecules from liquid to vapour at fixed $T$ and $p$. Then $dN_g=dN$ and $dN_l=-dN$, so
\begin{equation}
dG=(\mu_g-\mu_l)\,dN .
\end{equation}
Equilibrium at fixed $T$ and $p$ is a minimum of $G$. Because $dN$ can have either sign while both phases are present, the bracket must vanish:
\begin{equation}
\mu_l(T,p)=\mu_g(T,p).
\label{eq:coex}
\end{equation}
This one equation between two variables defines a curve $p(T)$.

To follow the curve we need the change of $\mu$ in each phase. By definition $\mu=u+pv-Ts$. Its differential is
\begin{equation}
d\mu=du+p\,dv+v\,dp-T\,ds-s\,dT .
\end{equation}
For a fixed amount of one phase, $du=T\,ds-p\,dv$. Inserting this cancels the terms in $ds$ and $dv$ and leaves
\begin{equation}
d\mu=-s\,dT+v\,dp .
\label{eq:dmu}
\end{equation}

Take a small step along the coexistence curve. Equation~(\ref{eq:coex}) holds before and after the step, so $d\mu_l=d\mu_g$:
\begin{equation}
-s_l\,dT+v_l\,dp=-s_g\,dT+v_g\,dp .
\end{equation}
Collecting the terms in $dT$ on one side and those in $dp$ on the other gives
\begin{equation}
(s_g-s_l)\,dT=(v_g-v_l)\,dp,
\qquad
\frac{dp}{dT}=\frac{s_g-s_l}{v_g-v_l}.
\label{eq:entropy}
\end{equation}
Heating favours the phase of larger entropy, while compression favours the phase of smaller volume. The pressure must rise just enough to balance the two tendencies.

\subsection{Replacing entropy by enthalpy}

In each phase $\mu$ equals the enthalpy minus $T$ times the entropy. The equality of chemical potentials therefore reads
\begin{equation}
h_l-Ts_l=h_g-Ts_g .
\end{equation}
Rearranging gives $T(s_g-s_l)=h_g-h_l=h$, hence
\begin{equation}
s_g-s_l=\frac{h}{T}.
\label{eq:deltas}
\end{equation}
Substitution in equation~(\ref{eq:entropy}) yields the Clapeyron equation,
\begin{equation}
\frac{dp}{dT}=\frac{h}{T(v_g-v_l)} .
\label{eq:clapeyron}
\end{equation}
So far neither an ideal vapour nor a constant $h$ has been assumed.

The relevant quantity is enthalpy because vaporisation takes place against the pressure $p$. Writing out its definition,
\begin{equation}
h=(u_g-u_l)+p(v_g-v_l).
\end{equation}
The first term is the energy needed to separate the molecule from the liquid, including any change in its thermal energy. The second is the work of making room for the vapour. For an ideal vapour with $v_l\ll v_g$, this work is close to $kT$.

\subsection{The slope against reciprocal temperature}

Let $b=1/T$. Then $db=-dT/T^2$, or $dT/db=-T^2$. The chain rule and equation~(\ref{eq:clapeyron}) give
\begin{equation}
\frac{d\ln p}{db}
=\frac{1}{p}\frac{dp}{dT}\frac{dT}{db}
=-\frac{T^2}{p}\,\frac{h}{T(v_g-v_l)}
=-\frac{Th}{p(v_g-v_l)} .
\end{equation}
Define the dimensionless volume factor
\begin{equation}
\Delta Z=\frac{p(v_g-v_l)}{kT}.
\label{eq:dz}
\end{equation}
Since $p(v_g-v_l)=kT\,\Delta Z$, the factor $T$ cancels:
\begin{equation}
\frac{d\ln p}{d(1/T)}=-\frac{h}{k\,\Delta Z}.
\label{eq:exact}
\end{equation}
The minus sign comes from the change of variable: as temperature rises, its reciprocal falls. Without further assumptions, the slope gives the ratio $h/\Delta Z$ and not $h$ itself.

Two approximations remove $\Delta Z$. An ideal vapour has $v_g=kT/p$, which gives
\begin{equation}
\Delta Z=1-\frac{pv_l}{kT}=1-\frac{v_l}{v_g}.
\label{eq:dzideal}
\end{equation}
If in addition $v_l\ll v_g$, then $\Delta Z\simeq1$ and
\begin{equation}
\frac{d\ln p}{d(1/T)}=-\frac{h}{k},
\qquad
\frac{d\ln p}{dT}=\frac{h}{kT^2}.
\label{eq:cc}
\end{equation}
This is the Clausius--Clapeyron equation. Both approximations are most accurate at low pressure, where the vapour is dilute. Near the critical point they fail, because the two phases become alike and $v_g-v_l$ tends to zero.

\subsection{Integration at constant enthalpy}

Now assume that $h$ is constant between a reference point $(T_0,p_0)$ and the point $(T,p)$. Integrating the first form of equation~(\ref{eq:cc}) gives
\begin{equation}
\int_{\ln p_0}^{\ln p}d\ln p'
=-\frac{h}{k}\int_{1/T_0}^{1/T}db' .
\end{equation}
The constant $h/k$ could be taken outside the integral because of the new assumption. Evaluating both sides,
\begin{equation}
\ln\frac{p}{p_0}
=-\frac{h}{k}\left(\frac1T-\frac1{T_0}\right).
\label{eq:line}
\end{equation}
For $T>T_0$ the bracket is negative, so the right-hand side is positive and the pressure has risen. At $T=T_0$ both sides vanish.

Separating the part that depends on $T$ gives
\begin{equation}
\ln p=a-\frac{h}{k}\frac1T,
\qquad
a=\ln p_0+\frac{h}{kT_0}.
\label{eq:intercept}
\end{equation}
This is a straight line in $1/T$, with slope $-h/k$ and intercept $a$. The intercept is the extrapolation to $1/T=0$. It does not correspond to a saturated vapour pressure that can be measured, since the coexistence curve ends at the critical point.

The same relation is not linear in $T$. Differentiating the second form of equation~(\ref{eq:cc}) at constant $h$ gives
\begin{equation}
\frac{d^2\ln p}{dT^2}=-\frac{2h}{kT^3}<0,
\end{equation}
so a plot of $\ln p$ against $T$ bends downwards.

\subsection{Reading the enthalpy and choosing the temperature}

For a fitted slope $m=d\ln p/d(1/T)$, the enthalpy is $h=-km$. With two points $(T_1,p_1)$ and $(T_2,p_2)$, where $T_2>T_1$, equation~(\ref{eq:line}) becomes
\begin{equation}
\ln\frac{p_2}{p_1}
=\frac{h}{k}\left(\frac1{T_1}-\frac1{T_2}\right),
\qquad
h=\frac{k\ln(p_2/p_1)}{1/T_1-1/T_2}.
\label{eq:two}
\end{equation}
The minus sign has been used to exchange the two reciprocal temperatures, so numerator and denominator are both positive. If the plot uses decimal logarithms, then $\ln p=(\ln10)\log_{10}p$. Its slope $m_{10}$ is smaller by the factor $\ln10$, and $h=-k(\ln10)m_{10}$.

The line can also be solved for the source temperature that gives a wanted pressure. Dividing equation~(\ref{eq:line}) by $-h/k$ and adding $1/T_0$ gives
\begin{equation}
\frac1T=\frac1{T_0}-\frac{k}{h}\ln\frac{p}{p_0}.
\label{eq:source}
\end{equation}

\subsection{When the enthalpy changes with temperature}

Keep $\Delta Z=1$, but let $h$ depend on $T$. Integrate equation~(\ref{eq:cc}) between the two end points and multiply by $k$. The minus sign is absorbed by exchanging the limits of the integral:
\begin{equation}
k\ln\frac{p_2}{p_1}=\int_{1/T_2}^{1/T_1}h\,db .
\end{equation}
Insertion into the two-point formula gives the apparent enthalpy
\begin{equation}
\bar h=\frac{1}{1/T_1-1/T_2}
\int_{1/T_2}^{1/T_1}h\,db .
\label{eq:average}
\end{equation}
It is the average of $h$ taken uniformly over reciprocal temperature.

Over a modest interval, take $h=h_0+\Delta c\,(T-T_0)$. Here $h_0$ is the value at $T_0$, and $\Delta c=dh/dT$ along the coexistence curve. In the limit of an ideal vapour and negligible liquid volume, $\Delta c$ becomes the heat capacity per molecule of the vapour at constant pressure minus that of the liquid. In a real vapour, interactions between molecules can make the two differ noticeably even when $\Delta Z$ is close to one. The average of $h$ then requires the average of $T=1/b$. Since
\begin{equation}
\int_{1/T_2}^{1/T_1}\frac{db}{b}
=\ln\frac{1/T_1}{1/T_2}=\ln\frac{T_2}{T_1},
\end{equation}
we obtain
\begin{equation}
\bar h=h_0+\Delta c\,(T_*-T_0),
\qquad
T_*=\frac{\ln(T_2/T_1)}{1/T_1-1/T_2}.
\label{eq:tstar}
\end{equation}
The two-point result is thus the enthalpy at $T_*$. As an average of $T$ over the interval, $T_*$ lies between $T_1$ and $T_2$.

The pressure itself follows by integrating from $T_0$ to $T$. In terms of $b$, the enthalpy is $(h_0-\Delta c\,T_0)+\Delta c/b$, so
\begin{align}
\ln\frac p{p_0}
&=-\frac1k\int_{1/T_0}^{1/T}
\left[h_0-\Delta c\,T_0+\frac{\Delta c}{b}\right]db\nonumber\\
&=-\frac{h_0-\Delta c\,T_0}{k}
\left(\frac1T-\frac1{T_0}\right)
+\frac{\Delta c}{k}\ln\frac T{T_0}.
\label{eq:curved}
\end{align}
The last sign is positive because $\ln[(1/T)/(1/T_0)]=-\ln(T/T_0)$.

Subtract the straight line of slope $-h_0/k$ through the same reference point. The terms in $h_0$ cancel, leaving
\begin{equation}
D=\frac{\Delta c}{k}
\left[\ln\frac T{T_0}+\frac{T_0}{T}-1\right].
\label{eq:deviation}
\end{equation}
With $y=T_0/T$, the bracket is $y-1-\ln y$. Its derivative, $1-1/y$, vanishes at $y=1$, where the bracket has its minimum value, zero. Hence $D$ has the sign of $\Delta c$. Near $y=1$ the bracket is approximately $(y-1)^2/2$, so the deviation grows only quadratically at first. This is why a changing enthalpy can hide in a plot that looks straight.

\section{A liquid whose pressure and enthalpy can be calculated}

\subsection{Symbols and results carried forward}

The saturated pressure is $p$, the temperature is $T$, and Boltzmann's constant is $k$. The volumes per molecule are $v_l$ in the liquid and $v_g$ in the vapour, and $h$ is the vaporisation enthalpy per molecule. The general slope, and its integral for $\Delta Z=1$ and constant $h$, are
\begin{equation}
\frac{d\ln p}{d(1/T)}=-\frac{h}{k\Delta Z},
\qquad
\ln\frac p{p_0}=-\frac hk\left(\frac1T-\frac1{T_0}\right),
\label{eq:recap}
\end{equation}
with $\Delta Z=p(v_g-v_l)/(kT)$. For varying $h$, the two-point formula returns the average of $h$ over $1/T$. Atomic units are used in the algebra, and numbers are in eV, \r{a}ngstr\"om and kelvin.

To check these statements we need a liquid whose pressure can be found without them. A classical cell model serves. It gives the pressure from equal chemical potentials and the enthalpy from mean energies, by separate calculations.

\subsection{The cell model}

Each liquid molecule of mass $M$ occupies its own cell. It has binding energy $\varepsilon$, so its potential energy at the cell centre is $-\varepsilon$ relative to a molecule at rest in the vapour. Along $j$ of the three axes it is held by a spring of force constant $K$. Along each of the other $3-j$ axes it moves freely over a length $L$. The liquid volume per molecule, $v_l$, is fixed. Internal motions of the molecule are taken to be the same in both phases and therefore cancel.

Let $U$ be the spring energy. The configuration integral of one cell is
\begin{equation}
q=\int e^{-U/(kT)}\,d^3r
=L^{3-j}\left(\frac{2\pi kT}{K}\right)^{j/2}.
\label{eq:q}
\end{equation}
Each harmonic axis contributes a Gaussian integral,
$\int_{-\infty}^{\infty}e^{-Kx^2/(2kT)}dx=(2\pi kT/K)^{1/2}$, and each free axis contributes $L$.

The momentum integral, divided by the phase-space volume $(2\pi)^3$ per state in atomic units, is
\begin{equation}
\frac{(2\pi MkT)^{3/2}}{(2\pi)^3}
=\left(\frac{MkT}{2\pi}\right)^{3/2}
=\frac1{\Lambda^3},
\qquad
\Lambda=\sqrt{\frac{2\pi}{MkT}} .
\end{equation}
The partition function per liquid molecule is therefore $(q/\Lambda^3)e^{\varepsilon/(kT)}$. The $N!$ ways of assigning $N$ molecules to $N$ cells cancel the factor $1/N!$ for identical molecules. The Helmholtz energy per molecule is $-kT$ times the logarithm of the partition function. Adding $pv_l$ gives the chemical potential,
\begin{equation}
\mu_l=-\varepsilon-kT\ln\frac q{\Lambda^3}+pv_l .
\label{eq:mul}
\end{equation}

For $N$ vapour molecules in volume $V$, the partition function is $(V/\Lambda^3)^N/N!$. For large $N$, $\ln N!\simeq N\ln N-N$, so the Helmholtz energy is
\begin{equation}
F=-NkT\ln\frac V{\Lambda^3}+kT(N\ln N-N).
\end{equation}
Differentiating with respect to $N$ at fixed $T$ and $V$, and using $N/V=p/(kT)$, gives
\begin{equation}
\mu_g=-kT\ln\frac V{\Lambda^3}+kT\ln N
=kT\ln\frac{p\Lambda^3}{kT}.
\label{eq:mug}
\end{equation}

We now have the slope of $\ln p$ against $1/T$, the conditions under which it gives the vaporisation enthalpy, and the chemical potentials of both phases in the cell model. It remains to obtain the model's pressure and enthalpy by separate routes, test the slope against them, and apply the result to a real source.
